# Direct sampling of polar-optical and Brooks-Herring scattering angles

## A median angle that needs explaining

An electron of energy 0.10 eV emits an optical phonon of 0.04 eV. In the model developed below (parabolic band, unit overlap of Bloch states, no screening), half of such events turn it by less than 39.23°. If all directions were equally likely, the median would be 90°. The cosine of 39.23° is 0.7746, which is $\sqrt{0.06/0.10}$, the square root of the ratio of final to initial energy. Both the forward preference and this simple value follow from the distribution of the momentum transfer. The same distribution gives a sampling formula that needs one random number per polar angle and no rejected trials.

The algebra uses atomic units, $\hbar=m_e=e=1$; numerical energies are in eV and lengths in Å. The electron moves in an isotropic parabolic band, $E=k^2/2m$, with $m=0.1$ in the example. It scatters from $\mathbf k$ to $\mathbf k'$ through the angle $\theta$. Write

$$\mu=\cos\theta,\qquad s=1-\mu,\qquad \mathbf q=\mathbf k'-\mathbf k .$$

## The angular laws

**Polar-optical coupling.** A longitudinal optical phonon carries a polarization wave $\mathbf P=P_0\hat{\mathbf q}\cos(\mathbf q\cdot\mathbf r)$. With no free charge, its potential $\Phi$ obeys $\nabla^2\Phi=4\pi\nabla\cdot\mathbf P$. The right side is $-4\pi P_0q\sin(\mathbf q\cdot\mathbf r)$. Inserting $\Phi=A\sin(\mathbf q\cdot\mathbf r)$ gives

$$-q^2A=-4\pi P_0q\quad\Rightarrow\quad A=\frac{4\pi P_0}{q}.$$

In the model used here all these modes have the same frequency $\omega$, oscillator mass and effective charge, so the quantum amplitude $P_0$ does not depend on $q$. In thermal equilibrium their occupation depends on $\omega$ alone and is also common to all. Hence $|M|^2\propto1/q^2$. Free-carrier screening, or a phonon population that depends on $q$, would change this law.

**Ionized impurity.** In the Brooks-Herring model the ion has the potential $e^{-br}/r$ times a constant, where $1/b$ is the screening length. Integrating the plane wave over angles first, its Fourier transform is

$$\frac{4\pi}{q}\int_0^\infty e^{-br}\sin(qr)\,dr
=\frac{4\pi}{q}\,\mathrm{Im}\frac{1}{b-iq}
=\frac{4\pi}{q^2+b^2}.$$

In the Born approximation $|M|^2\propto1/(q^2+b^2)^2$. The ion is taken as fixed, so the scattering is elastic.

**From the golden rule to an angle.** The rate into final states is proportional to

$$\int |M(q)|^2\,\delta\!\left(\frac{k'^2}{2m}-E'\right)k'^2\,dk'\,d\mu\,d\varphi ,$$

with $E'=E-\omega$ for emission, $E'=E+\omega$ for absorption and $E'=E$ for the ion. The argument of the delta function has derivative $k'/m$, so the radial integral leaves the factor $k'^2/(k'/m)=mk'$. This is the same for every angle and drops out on normalization. Therefore

$$p(\theta)\propto\sin\theta\,|M(q)|^2,\qquad q^2=k^2+k'^2-2kk'\cos\theta, \tag{1}$$

and the azimuth $\varphi$ about $\mathbf k$ is uniform. Two more assumptions enter here: the overlap factor of the initial and final Bloch states is one, and blocking by occupied final states is neglected.

## Inversion for polar-optical scattering

At fixed $k$ and $k'$, differentiating $q^2$ in (1) gives $q\,dq=kk'\sin\theta\,d\theta$. Thus

$$\frac{\sin\theta\,d\theta}{q^2}=\frac{1}{kk'}\frac{dq}{q}.$$

The logarithm of $q$ is uniformly distributed between the logarithms of $q_{\min}=|k-k'|$ (forward) and $q_{\max}=k+k'$ (backward). Let $r$ be uniform on $(0,1)$, with $r=0$ meaning forward. Setting $r$ equal to the cumulative probability,

$$r=\frac{\ln(q/q_{\min})}{\ln(q_{\max}/q_{\min})}
\quad\Rightarrow\quad
q=q_{\min}\left(\frac{q_{\max}}{q_{\min}}\right)^r. \tag{2}$$

Define

$$\xi=\frac{2kk'}{(k-k')^2}=\frac{2\sqrt{EE'}}{(\sqrt E-\sqrt{E'})^2}.$$

Because $(k+k')^2=(k-k')^2+4kk'$, one has $(q_{\max}/q_{\min})^2=1+2\xi$. Squaring (2) gives $q^2=(k-k')^2(1+2\xi)^r$. The law of cosines, with $k^2+k'^2=(k-k')^2+2kk'$, then yields

$$\mu=\frac{(k-k')^2+2kk'-(k-k')^2(1+2\xi)^r}{2kk'} .$$

Dividing numerator and denominator by $(k-k')^2$,

$$\boxed{\cos\theta=\frac{1+\xi-(1+2\xi)^r}{\xi}} \tag{3}$$

The ends are right: $r=0$ gives $1$ and $r=1$ gives $-1$.

**The median.** At $r=1/2$, (2) gives

$$q^2=q_{\min}q_{\max}=|k^2-k'^2|=2m\omega .$$

The median momentum transfer is that of an electron with energy $\omega$, whatever the initial energy. For emission, $k'^2=k^2-2m\omega$, so

$$\cos\theta_{1/2}=\frac{k^2+k'^2-2m\omega}{2kk'}=\frac{2k'^2}{2kk'}=\sqrt{\frac{E'}{E}} .$$

This is the value met at the start. For absorption the same steps give $\sqrt{E/E'}=\sqrt{0.10/0.14}$, or 32.31°. Since $\sin^2\theta_{1/2}=\omega/E$ for emission, fast electrons are deflected less.

**Limits.** At the emission threshold $k'\to0$ and $\xi\to0$. Expanding the power in (3) gives $\cos\theta=1-2r+2r(1-r)\xi+O(\xi^2)$, so the scattering becomes isotropic: with no final momentum, $q=k$ for every angle. In the other limit, use $|\sqrt E-\sqrt{E'}|=\omega/(\sqrt E+\sqrt{E'})$ to write

$$\xi=\frac{2\sqrt{EE'}\,(\sqrt E+\sqrt{E'})^2}{\omega^2}. \tag{4}$$

For $E\gg\omega$ this tends to $8E^2/\omega^2$.

In an isotropic nonparabolic band, (3) survives with $\xi$ written in $k$ and $k'$, provided the overlap is still one. The forms in $E$ and $E'$ do not survive. An overlap factor $G(\theta)$ multiplies the density, so an angle drawn from (3) must then be accepted with probability $G(\theta)/G_{\max}$.

## Inversion for Brooks-Herring scattering

Here $k'=k$, and $q$ runs from $0$ to $2k$. Since

$$\frac{q\,dq}{(q^2+b^2)^2}=-\frac12\,d\!\left(\frac{1}{q^2+b^2}\right),$$

the uniformly distributed variable is $1/(q^2+b^2)$. Measured from the forward direction,

$$r=\frac{1/b^2-1/(q^2+b^2)}{1/b^2-1/(4k^2+b^2)} .$$

Let $g=4k^2/b^2$. Then $q^2=2k^2s=b^2gs/2$. The numerator is $b^{-2}gs/(2+gs)$ and the denominator is $b^{-2}g/(1+g)$. Hence

$$r=\frac{s(1+g)}{2+gs}
\;\Rightarrow\; 2r=s(1+g-gr)
\;\Rightarrow\;
\boxed{\cos\theta=1-\frac{2r}{1+g(1-r)}} \tag{5}$$

Because $1-r$ is uniform too, exchanging $r$ and $1-r$ gives an equally valid formula.

For $g\to0$, where the wavelength is long compared with the screening length, the scattering is isotropic. For large $g$ it is concentrated near the forward direction. The integrated rate contains

$$\int_0^2\frac{ds}{(b^2+2k^2s)^2}=\frac{2}{b^2(b^2+4k^2)},$$

which diverges as $b\to0$: without screening there is no normalized angular law to sample. The unscreened polar law has no such trouble at $\omega>0$, because energy exchange keeps $q_{\min}$ above zero.

## Rotation to the laboratory frame

The angles $\theta$ and $\varphi$ refer to the incoming direction $\mathbf n=\mathbf k/k$. Let $\mathbf n$ have laboratory polar angle $\alpha$ and azimuth $\beta$, and let $\rho=\sqrt{n_x^2+n_y^2}=\sin\alpha$. Two unit vectors normal to $\mathbf n$ are $\partial\mathbf n/\partial\alpha$ and $(1/\sin\alpha)\,\partial\mathbf n/\partial\beta$:

$$\mathbf e_1=\left(\frac{n_xn_z}{\rho},\frac{n_yn_z}{\rho},-\rho\right),\qquad
\mathbf e_2=\left(-\frac{n_y}{\rho},\frac{n_x}{\rho},0\right).$$

They are orthogonal to each other, and the new direction is

$$\mathbf n'=\sin\theta(\cos\varphi\,\mathbf e_1+\sin\varphi\,\mathbf e_2)+\cos\theta\,\mathbf n. \tag{6}$$

On the polar axis $\beta$ is undefined. Any choice serves, because $\varphi$ is uniform; replacing $n_x/\rho$ and $n_y/\rho$ by $1$ and $0$ is sufficient. Averaging (6) over $\varphi$ removes the transverse terms and leaves $\langle\mathbf n'\rangle=\langle\cos\theta\rangle\,\mathbf n$.

One scattering event therefore consists of these operations:

1. Find $k'$ from energy conservation, and $\xi$ or $g$.
2. Draw $r$ and obtain $\cos\theta$ from (3) or (5).
3. Draw a second, independent uniform number $r_2$ and set $\varphi=2\pi r_2$.
4. Form $\mathbf n'$ from (6) and set $\mathbf k'=k'\mathbf n'$.

## A worked event

The incoming direction has $\alpha=60°$ and $\beta=40°$, so $\mathbf n=(0.66341,0.55667,0.5)$. The wavevectors before and after emission are $k=0.051232$ and $k'=0.039684$ Å$^{-1}$. Hence $q_{\min}=0.011548$ and $q_{\max}=0.090916$ Å$^{-1}$, and $\xi=30.492$.

Take $r=0.30$ and $r_2=0.20$. Then $(1+2\xi)^{0.3}=61.984^{0.3}=3.449$, and

$$\cos\theta=\frac{31.492-3.449}{30.492}=0.9197,\qquad\theta=23.12°.$$

With $\varphi=72°$, the coefficients of $\mathbf e_1$ and $\mathbf e_2$ in (6) are $\sin\theta\cos\varphi=0.39265\times0.30902=0.1213$ and $\sin\theta\sin\varphi=0.39265\times0.95106=0.3734$. Here $\rho=0.8660$, which gives

$$\mathbf e_1=(0.3830,0.3214,-0.8660),\qquad \mathbf e_2=(-0.6428,0.7660,0).$$

The $x$ component of the new direction is

$$0.1213(0.3830)-0.3734(0.6428)+0.9197(0.6634)=0.4166 .$$

Treating the other components in the same way and multiplying by $k'$ gives

$$\mathbf k'=(0.01653,0.03322,0.01408)\ \text{Å}^{-1}.$$

The momentum transfer is $0.02145$ Å$^{-1}$, or $0.01135$ in atomic units. Computed from the vectors, it agrees with (2).

For the ion the screening length is 50 Å, so $g=4(0.051232\times50)^2=26.25$. The same random numbers give

$$s=\frac{0.60}{1+26.25\times0.70}=0.0310,\qquad \theta=14.30°,$$

and $\mathbf k'=(0.02670,0.03811,0.02144)$ Å$^{-1}$. The median ion angle is 21.69°, against 39.23° for unscreened emission. The ion value is a Born result, which does not depend on the sign or strength of the charge. For a singly charged ion in a medium of relative permittivity 12, a partial-wave solution of the same potential gives about 22.3° for attraction and 21.0° for repulsion, with mean cosines 0.80 and 0.82. These are separate illustrations, not two processes in one material. Here $b=0.02$ Å$^{-1}$ exceeds $q_{\min}=0.0115$ Å$^{-1}$, so free carriers that screen the ion this strongly could also change the polar law at small $q$, and (3) would then not apply. The change need not be small: static screening with the same $b$, $|M|^2\propto q^2/(q^2+b^2)^2$, moves the emission median to about 63°.

## Mean cosines and the cost of rejection

Integrating (3) over $r$ uses $\int_0^1(1+2\xi)^r\,dr=2\xi/\ln(1+2\xi)$, so

$$\langle\cos\theta\rangle=\frac{1+\xi}{\xi}-\frac{2}{\ln(1+2\xi)} .$$

For the ion, put $u=1-r$ in (5) and divide the fraction:

$$\langle s\rangle=2\int_0^1\frac{1-u}{1+gu}\,du
=2\int_0^1\left[-\frac1g+\frac{1+g}{g}\frac{1}{1+gu}\right]du
=\frac{2[(1+g)\ln(1+g)-g]}{g^2}.$$

The mean cosines are 0.548 for emission and 0.815 for the ion. An ion collision thus removes on average 18.5% of the forward momentum. Emission also shortens the wavevector: the mean forward component afterwards is $0.0397\times0.548=0.0218$ Å$^{-1}$, about 42% of $k$.

The alternative is to draw $\mu$ uniformly and accept it with probability $|M(q)|^2/|M(q_{\min})|^2$. Since $q^2=q_{\min}^2(1+\xi s)$ for the polar law and $q^2+b^2=b^2(1+gs/2)$ for the ion, the accepted fractions are

$$\frac12\int_0^2\frac{ds}{1+\xi s}=\frac{\ln(1+2\xi)}{2\xi},\qquad
\frac12\int_0^2\frac{ds}{(1+gs/2)^2}=\frac{1}{1+g}.$$

These are 0.0677 and 0.0367 here, or about 15 and 27 trials per accepted angle. Rejection is still useful as a check, because it uses (1) and knows nothing of the inversion. In the numerical check, its accepted samples pass a test that $\ln q$ and $1/(q^2+b^2)$ are uniform.

## Error analysis

**Rounding in the polar formula.** For small $\xi$ the numerator of (3) is a difference of numbers near one, while its value is of order $\xi$. Double precision has a unit roundoff $u_0\approx1.1\times10^{-16}$. A numerator error of that order becomes an absolute error of order $u_0/\xi$ in the cosine. At $\xi=10^{-12}$ this is about $10^{-4}$; the largest error found there at nine values of $r$ is $2.2\times10^{-4}$. The equivalent form

$$\cos\theta=1-\frac{\operatorname{expm1}[r\operatorname{log1p}(2\xi)]}{\xi}, \tag{7}$$

where $\operatorname{expm1}(x)=e^x-1$ and $\operatorname{log1p}(x)=\ln(1+x)$ are evaluated without the cancellation, reduces it to a few times $u_0$ ($2.2\times10^{-16}$ at the same nine values). This is a severe case: near threshold $\xi\approx2\sqrt{E'/E}$, so $\xi=10^{-12}$ means $E'/E=2.5\times10^{-25}$. At $\xi=0$ the code must use the limit $1-2r$.

At high energy the cancellation moves to $k-k'$ in the definition of $\xi$. Equation (4) avoids it by using the known $\omega$. For small angles, $1-\cos^2\theta$ also loses digits. If $s$ is kept as the primary variable, $\sin\theta=\sqrt{s(2-s)}$ does not subtract nearly equal numbers there.

**Rounding near the polar axis.** Computing $\rho$ as $\sqrt{1-n_z^2}$ is ill-conditioned when $\rho$ is small: from $\rho\,d\rho=-n_z\,dn_z$, an error $u_0$ in $n_z$ produces an error of about $u_0/\rho$ in $\rho$ as long as $\rho^2\gg u_0$. Below $\rho\approx10^{-8}$ no correct digit of $\rho$ remains. The sum $n_x^2+n_y^2$ has no such cancellation.

**Error in the screening length.** At fixed $r$, differentiating the logarithm of $s=2r/[1+g(1-r)]$ gives

$$\frac{\delta s}{s}=-\frac{g(1-r)}{1+g(1-r)}\,\frac{\delta g}{g}.$$

The prefactor is smaller than one in magnitude. As $g$ is proportional to the square of the screening length, a 1% error in that length changes $s$ by less than 2%, to first order. This is a parameter error, and more samples do not reduce it.

**Sampling error.** A bin of probability $p$ receives a binomial count. Its sampled fraction has standard error $\sqrt{p(1-p)/N}$. For emission below 30°, quadrature of (1) gives $p=0.39408$; with $N=400000$ the standard error is

$$\sqrt{\frac{0.394\times0.606}{400000}}=7.7\times10^{-4}.$$

The sampled fraction is 0.39330, one standard error low. For the ion the values are 0.66173 and 0.66280, a difference of 1.4 standard errors.

**What a histogram can detect.** Let bin $i$ have reference probability $p_i$ and count $n_i$, and define

$$\chi^2=\sum_i\frac{(n_i-Np_i)^2}{Np_i}.$$

Suppose the sampler actually produces probabilities $p_i'$. The count then has mean $Np_i'$ and variance $Np_i'(1-p_i')$. Adding the variance to the squared displacement of the mean gives

$$\langle\chi^2\rangle=\sum_i\frac{p_i'(1-p_i')}{p_i}+N\sum_i\frac{(p_i'-p_i)^2}{p_i}. \tag{8}$$

For a correct sampler the second sum vanishes and the first is $\sum_i(1-p_i)$, the number of bins minus one. For large counts the standard deviation of $\chi^2$ is close to the square root of twice that number. If a systematic fault changes the bin probabilities, its contribution to the mean, the second sum, grows in proportion to $N$.

The angular histograms have 18 bins, so the expected value is 17 with a spread of about 6. The results are 11.6 for emission and 19.6 for the ion. When the absorption value $\xi=70.5$ is deliberately used for emission, $\chi^2$ rises to $1.91\times10^4$. Division by $N$ gives 0.048 for the second sum in (8). With only 1000 samples the second term of (8) would be about 48, some eight times the spread of 6 expected from a correct sampler. The faulty sampler's own $\chi^2$ scatters more widely than that, so a single run may show a smaller excess.

Equation (8) also applies to errors in the reference. Replacing the integral of $p(\theta)$ over a bin of width $h$ by $h$ times its midpoint value omits $h^3p''/24$ at leading order. That bias does not fall with $N$, so for large samples it can condemn a correct sampler. The bin probabilities used here are integrals.

**The laboratory test.** A histogram of $\theta$ cannot reveal an error in (6), which acts after $\theta$ is drawn. The laboratory directions are therefore counted in 120 cells of polar cosine and azimuth. The reference is $|M(|\mathbf k'-\mathbf k|)|^2$ integrated directly over each laboratory cell, without the rotation formula. The expected $\chi^2$ is 119 with a spread of about 15; the results are 109.7 for emission and 118.5 for the ion. If $\theta$ and $\varphi$ are instead used as laboratory angles without rotation, the values become $9.45\times10^5$ and $6.03\times10^6$.

The first moment gives a compact second check. For emission, $\langle\cos\theta\rangle\mathbf n=(0.3637,0.3051,0.2741)$, and the sampled mean direction is $(0.3624,0.3055,0.2745)$. The numerical check asserts agreement within five estimated standard errors for each component.

Agreement between (3) or (5) and quadrature of (1) establishes the inversion, but says nothing about (1) itself. The step from the golden rule to (1) is tested separately. The energy delta function is replaced by a narrow Gaussian of width $\sigma$, and the sum runs over final energies as well as angles. The Gaussian is even, so the leading error in the mean cosine is proportional to $\sigma^2$. If $c(\sigma)$ is the computed mean, $[4c(\sigma/2)-c(\sigma)]/3$ removes that term. The extrapolated values, 0.54817 for emission and 0.81477 for the ion, agree with the formulas to all five decimals. This confirms that the radial factor drops out of the angular law. It does not check that the factor is $mk'$, because another smooth weight in the final energy extrapolates to the same values. These tests do not show whether the model suits a given material. That depends on its band shape, overlap factor, phonon dispersion, screening and occupation of final states, and on the validity of the Born approximation.

## Numbers as computed

```
effective mass (electron masses): 0.1
electron energy: 0.10 eV; phonon: 0.04 eV
screening length: 50 angstrom
incoming polar, azimuth: 60, 40 degrees
incoming unit vector: [0.66341 0.55667 0.5    ]
k initial: 0.051232 1/angstrom
k' emission: 0.039684 1/angstrom
k' absorption: 0.060618 1/angstrom
q min, max emission: 0.011548, 0.090916 1/angstrom
xi emission: 30.4919; xi absorption: 70.4965
g Brooks-Herring: 26.2468
worst CDF error, polar: 4.8e-14; ion: 1.1e-13
xi=1e-12 cosine error, plain: 2.2e-04; expm1: 2.2e-16
median angle emission: 39.23 deg
median angle absorption: 32.31 deg
median angle ion: 21.69 deg
mean cosine absorption, formula: 0.61062
mean cosine emission: formula 0.54817, golden rule 0.54817, sampled 0.54779
rejection acceptance emission: formula 0.06767, counted 0.06794
mean cosine ion: formula 0.81477, golden rule 0.81477, sampled 0.81504
rejection acceptance ion: formula 0.03670, counted 0.03697
samples per histogram: 400000; rejection trials: 400000
theta bin (deg): emission quadrature, sampled; ion quadrature, sampled
  0- 30: 0.39408  0.39330  0.66173  0.66280
 30- 60: 0.28145  0.28205  0.23908  0.23824
 60- 90: 0.16038  0.16016  0.06378  0.06322
 90-120: 0.09567  0.09627  0.02332  0.02371
120-150: 0.05189  0.05171  0.00946  0.00937
150-180: 0.01652  0.01651  0.00263  0.00267
emission theta chi2: 11.6, dof 17, p 0.822
emission lab chi2: 109.7, dof 119, p 0.717
emission lab chi2 without rotation: 9.45e+05
emission mean lab direction: [0.3624 0.3055 0.2745]
ion theta chi2: 19.6, dof 17, p 0.294
ion lab chi2: 118.5, dof 119, p 0.497
ion lab chi2 without rotation: 6.03e+06
ion mean lab direction: [0.5403 0.4541 0.4076]
emission theta chi2 with absorption xi: 1.91e+04
single draw: r = 0.30, azimuth number = 0.20, phi = 72 deg
emission draw: cosine 0.91969, theta 23.12 deg
emission draw k' (1/angstrom): 0.016531, 0.033217, 0.014078
emission draw q: 0.021446 1/angstrom = 0.011349 1/bohr
ion draw: cosine 0.96903, theta 14.30 deg
ion draw k' (1/angstrom): 0.026698, 0.038110, 0.021437
ion draw q: 0.012751 1/angstrom = 0.006747 1/bohr
```
